# Finite-length Warburg impedance of a Nernst layer with fixed outer concentration

## Result and scope

Metal ions cross a stagnant layer of thickness $L$ and are reduced at a planar electrode. Their concentration at the outer edge of the layer is fixed. For a small signal of angular frequency $\omega$, the faradaic impedance of a unit area of electrode (impedance times area) is

$$Z_F(\omega)=R_{ct}+Z_D(\omega),\qquad Z_D=R_D\,\frac{\tanh\sqrt{i\omega\tau}}{\sqrt{i\omega\tau}},\qquad \tau=\frac{L^2}{D}. \tag{1}$$

Here $D$ is the diffusivity, $R_{ct}$ the charge-transfer resistance and $R_D$ the diffusion resistance. $Z_D$ is the finite-length Warburg impedance. As $\omega\to0$ it tends to the real number $R_D$. At small nonzero frequency a reactive part $-\omega\tau R_D/3$ remains, so the impedance is purely resistive as a limit.

For a surface in Nernst equilibrium and for irreversible (Tafel) reduction, respectively,

$$R_D^{\rm Nernst}=\frac{\theta L}{n^2Dc_s},\qquad R_D^{\rm Tafel}=\frac{\theta L}{a\,nDc_s}. \tag{2}$$

The algebra uses atomic units, so the elementary charge is 1, and $\theta=k_BT$. Each ion takes up $n$ electrons, $a$ is the Tafel exponent defined below, and $c_s$ is the ion concentration at the surface under the steady load. In conventional units both expressions are divided by $e^2$, with $c_s$ as a number density.

The model assumes constant $D$ and $L$, transport by diffusion alone, and a surface rate that follows the voltage and the surface concentration without delay. Double-layer current and electrolyte resistance are added at the end.

## Steady state

Let $x=0$ be the electrode and $x=L$ the outer edge, where $c=c_b$. The cathodic current density $j$ and the cathodic driving voltage $V$ are counted positive, so a resistance is $dV/dj>0$. Ions move towards smaller $x$, and the charge they deliver per unit area and time is

$$j=nD\left.\frac{\partial c}{\partial x}\right|_{x=0}. \tag{3}$$

In the steady state $c''=0$. The profile is linear with slope $(c_b-c_s)/L$, so

$$c_s=c_b-\frac{jL}{nD},\qquad j_{\rm lim}=\frac{nDc_b}{L},\qquad \frac{nDc_s}{L}=j_{\rm lim}-j. \tag{4}$$

The limiting current $j_{\rm lim}$ is reached when $c_s=0$.

## Diffusion response

Add a small oscillation, $c(x,t)=\bar c(x)+\mathrm{Re}[\hat c(x)e^{i\omega t}]$, and write $V$ and $j$ in the same way. The diffusion equation $\partial_tc=D\,\partial_x^2c$ is linear, so the amplitude obeys

$$i\omega\hat c=D\hat c'',\qquad \hat c(L)=0. \tag{5}$$

The boundary condition says that a fixed outer concentration has no oscillating part. With $q=\sqrt{i\omega/D}$, taken with positive real part, the solution that vanishes at $L$ is

$$\hat c(x)=\hat c_0\,\frac{\sinh[q(L-x)]}{\sinh(qL)}. \tag{6}$$

Differentiation brings down a factor $-q$ and turns the upper sinh into cosh:

$$\hat c'(0)=-q\,\hat c_0\coth(qL),\qquad \hat\jmath=nD\hat c'(0)=-nDq\coth(qL)\,\hat c_0. \tag{7}$$

Put $s=qL=\sqrt{i\omega\tau}$ and solve for the surface amplitude:

$$\hat c_0=-\frac{L}{nD}\,\frac{\tanh s}{s}\,\hat\jmath. \tag{8}$$

The minus sign means that extra cathodic current depletes the surface. This relation contains no electrode kinetics.

## Closing the problem with a rate law

Let the surface reaction obey $j=f(V,c_s)$, with partial derivatives $f_V>0$ and $f_c>0$ at the working point. To first order, $\hat\jmath=f_V\hat V+f_c\hat c_0$. Inserting (8) gives

$$\hat\jmath\left(1+f_c\frac{L}{nD}\frac{\tanh s}{s}\right)=f_V\hat V. \tag{9}$$

Division by $f_V\hat\jmath$ yields $Z_F=\hat V/\hat\jmath$ in the form (1), with

$$R_{ct}=\frac1{f_V},\qquad R_D=\frac{f_c}{f_V}\,\frac{L}{nD}. \tag{10}$$

The hyperbolic tangent comes from the layer; the kinetics enter only through the two resistances, and $R_D$ also contains the layer factor $L/(nD)$. A rate law that covers both limits in (2) is

$$j=K\left[c_se^{aV/\theta}-c_be^{-(n-a)V/\theta}\right],\qquad 0<a<n, \tag{11}$$

where $K$ is a rate constant and $V$ is measured from equilibrium with the bulk concentration. Its derivatives are

$$f_c=Ke^{aV/\theta},\qquad f_V=\frac K\theta\left[a\,c_se^{aV/\theta}+(n-a)c_be^{-(n-a)V/\theta}\right]. \tag{12}$$

Dividing, and cancelling $Ke^{aV/\theta}$,

$$\frac{f_c}{f_V}=\frac{\theta}{a\,c_s+(n-a)c_be^{-nV/\theta}}. \tag{13}$$

**Fast kinetics.** If $K\to\infty$ at finite $j$, the bracket in (11) must vanish, so $c_be^{-nV/\theta}=c_s$. The denominator of (13) becomes $nc_s$, which gives the Nernstian $R_D$. At the same time $f_V$ grows with $K$, and $R_{ct}\to0$.

**Irreversible kinetics.** If the backward term is negligible, the denominator is $ac_s$, which gives the Tafel $R_D$. Now $f_V=aj/\theta$, and the third relation in (4) simplifies the diffusion term:

$$R_{ct}=\frac{\theta}{aj},\qquad R_D=\frac{\theta}{a(j_{\rm lim}-j)}. \tag{14}$$

The rate constant has dropped out at given $j$. For net cathodic current $c_be^{-nV/\theta}<c_s$, so (13) places intermediate cases between the two limits at the same $c_s$. In both limits $R_D$ diverges as $c_s\to0$. Using $c_b$ in place of $c_s$ would miss this dependence on load.

As a check that does not assume linear response, the diffusion equation with rate law (11) was integrated in time under a sinusoidal voltage of amplitude $0.01\,\theta$. The settings were $n=2$, $a=0.5$, $j/j_{\rm lim}=0.25$ and $\omega\tau=0.3$, 2.54 and 30. The largest relative deviation from the impedance formula was $1.2\times10^{-5}$ for Tafel kinetics and $5.4\times10^{-5}$ for an intermediate rate. For a nearly Nernstian surface, compared with the formula at $R_{ct}=0$, it was $3.5\times10^{-4}$.

## The resistive low-frequency limit

For small $s$, $\tanh s=s-s^3/3+2s^5/15-\dots$. Since $s^2=i\omega\tau$ and $s^4=-(\omega\tau)^2$,

$$\frac{Z_D}{R_D}=1-\frac{i\omega\tau}{3}-\frac{2(\omega\tau)^2}{15}+\dots \tag{15}$$

The reactance vanishes linearly with frequency, while the real part departs from $R_D$ quadratically. A direct numerical solution of (5) at $\omega\tau=0.05$ gave the coefficients 0.3332 and 0.1333, against $1/3$ and $2/15$.

The limit can also be obtained without an oscillation. Along the steady polarization curve, (4) gives $dc_s=-L\,dj/(nD)$, so

$$dj=f_V\,dV-f_c\frac{L}{nD}\,dj\quad\Longrightarrow\quad \frac{dV}{dj}=\frac{1+f_cL/(nD)}{f_V}=R_{ct}+R_D. \tag{16}$$

At very low frequency the concentration profile stays linear and follows the current in phase. The voltage then moves along the steady curve, and its slope is a resistance.

To first order in $\omega$, (15) is the impedance of $R_D$ in parallel with a capacitance:

$$\frac1{Z_D}\simeq\frac1{R_D}+i\omega C_D,\qquad C_D=\frac{\tau}{3R_D}. \tag{17}$$

This capacitance arises from ions stored in and released from the layer. The charge in the linear profile, $nL|\hat c_0|/2$, corresponds to $\tau/(2R_D)$; two thirds of the charging current passes through the electrode and one third through the outer edge, which gives $C_D$. It holds for $\omega\tau\ll1$ and should not be used across the whole spectrum.

In a planar layer without homogeneous reactions, the outer boundary decides whether a resistive limit exists; a chemical step that replenishes the ion inside the layer would give a resistive limit even with a blocked edge. If the outer edge is blocked, the condition is $\hat c'(L)=0$ and the solution is proportional to $\cosh[q(L-x)]$. Then $\hat c'(0)=-q\tanh(s)\,\hat c_0$, and $\tanh s/s$ is replaced by

$$\frac{\coth s}{s}=\frac1{i\omega\tau}+\frac13+\dots \tag{18}$$

This form applies about a state without steady current, because a blocked layer cannot sustain one. It diverges like a capacitor: no ions enter from outside, and a slow current keeps draining or filling the layer. At $\omega\tau=0.05$ the numerical value of $-\mathrm{Im}\,Z/R_D$ is 20.00 for the blocked edge and 0.0167 for the fixed concentration.

## The high-frequency limit

Write $\tanh s=(1-e^{-2s})/(1+e^{-2s})$. Because $\sqrt i=(1+i)/\sqrt2$, the exponential has magnitude $e^{-\sqrt{2\omega\tau}}$. When this is small, $\tanh s\to1$ and

$$Z_D\simeq\frac{R_D}{\sqrt{i\omega\tau}}=R_D\frac{1-i}{\sqrt{2\omega\tau}}=\frac{f_c}{f_V}\,\frac{1-i}{n\sqrt{2\omega D}}. \tag{19}$$

The last form follows from (10) and $\sqrt\tau=L/\sqrt D$. Real and reactive parts are equal in size, the phase is $-45^\circ$, and $L$ has cancelled at fixed $V$ and $c_s$. The oscillation decays over the distance $\sqrt{2D/\omega}$ and does not reach the outer edge. If instead $c_b$ and $j$ are held fixed while $L$ changes, $c_s$ changes too, and so does the prefactor.

## Shape of the arc and its relaxation times

The layer can also be described by its relaxation modes. Let $\kappa_k=(k-\tfrac12)\pi/L$ for $k=1,2,\dots$, multiply (5) by $\cos\kappa_kx$, and integrate over the layer. Two integrations by parts give

$$\int_0^L\hat c''\cos\kappa_kx\,dx=-\hat c'(0)-\kappa_k^2A_k,\qquad A_k=\int_0^L\hat c\cos\kappa_kx\,dx. \tag{20}$$

The other boundary terms vanish because $\cos\kappa_kL=0$, $\hat c(L)=0$ and $\sin0=0$. Equation (5) then gives $A_k=-D\hat c'(0)/(i\omega+D\kappa_k^2)$. The cosine series has coefficients $2A_k/L$, so at the surface

$$\hat c_0=\frac2L\sum_kA_k=-L\hat c'(0)\sum_{k=1}^\infty\frac{2}{s^2+(k-\frac12)^2\pi^2}. \tag{21}$$

Equation (7) states that $\hat c_0=-L\hat c'(0)\tanh s/s$. Comparison gives

$$Z_D=\sum_{k=1}^\infty\frac{R_k}{1+i\omega\tau_k},\qquad \frac{R_k}{2R_D}=\frac{\tau_k}{\tau}=\frac1{(k-\frac12)^2\pi^2}. \tag{22}$$

Each term is a resistor in parallel with a capacitor $\tau_k/R_k=\tau/(2R_D)$, the same for every $k$. The real part of every term falls as $\omega$ rises, and its imaginary part is negative for $\omega>0$. The sum therefore has a steadily falling real part and no inductive loop. The first term carries the fraction $8/\pi^2\approx0.81$ of $R_D$. Its time $\tau_1=4\tau/\pi^2$ sets the final approach of the voltage to its steady value after a small current step.

For separate real and imaginary parts, set $b=\sqrt{2\omega\tau}$, so that $s=(1+i)b/2$. Multiplying numerator and denominator of $\sinh s/\cosh s$ by $\cosh s^*$ gives

$$\tanh s=\frac{\sinh b+i\sin b}{\cosh b+\cos b}. \tag{23}$$

Since $1/s=(1-i)/b$,

$$\frac{Z_D}{R_D}=\frac{(\sinh b+\sin b)-i(\sinh b-\sin b)}{b(\cosh b+\cos b)}. \tag{24}$$

The largest reactance lies at $\omega\tau=2.541$, where $Z_D/R_D=0.582-0.417i$. For calculation, a complex tanh with the principal square root is convenient. Near $\omega=0$ the series (15) avoids division by zero and the cancellation in $\sinh b-\sin b$. At large $b$ the form (19) avoids overflow.

## Worked example: platinum plating

Consider platinum deposited from a tetrachloroplatinate(II) bath with excess sodium chloride. The inputs are rough typical values: $T=333$ K, 25 mmol/L of platinum, $D=2\times10^{-5}$ cm²/s, $L=50$ µm and $n=2$. Deposition is taken as irreversible with $a=0.5$, and the steady current is one quarter of the limiting current.

Equation (4), with the charge restored, gives $j_{\rm lim}=19.30$ mA/cm². Hence $j=4.82$ mA/cm² and $c_s=0.75\times25=18.75$ mmol/L. The thermal energy is 0.02870 eV, so $\theta$ corresponds to 28.70 mV. From (14),

$$R_{ct}=\frac{28.70\ \text{mV}}{0.5\times4.82\ \text{mA/cm}^2}=11.9\ \Omega\,\text{cm}^2, \tag{25}$$

$$R_D=\frac{28.70\ \text{mV}}{0.5\times0.75\times19.30\ \text{mA/cm}^2}=3.97\ \Omega\,\text{cm}^2. \tag{26}$$

In atomic units, $\hbar a_0^2/e^2$ with $a_0$ the Bohr radius, $R_D$ is $3.45\times10^{13}$. The zero-frequency total is 15.9 Ω cm². The Nernstian formula in (2) at the same $c_s$ gives $R_D=0.99$ Ω cm², smaller by the factor $a/n=1/4$. That formula ignores the released chloride, whose surface concentration enters the equilibrium potential of this reaction to the fourth power; including it would raise the zero-frequency Nernstian value to about 1.14 Ω cm². Using the Nernstian formula for this irreversible reaction would therefore underestimate the diffusion resistance fourfold.

The diffusion time is $\tau=(5\times10^{-3}\ \text{cm})^2/(2\times10^{-5}\ \text{cm}^2/\text{s})=1.25$ s, and the slowest relaxation time after a current step is 0.51 s (after a voltage step it is shorter, about 0.40 s). The top of the arc lies at $2.5406/(2\pi\times1.25\ \text{s})=0.323$ Hz.

| Frequency (Hz) | Re $Z_D$ (Ω cm²) | −Im $Z_D$ (Ω cm²) |
|---:|---:|---:|
| 0.01 | 3.96 | 0.104 |
| 0.1 | 3.67 | 0.944 |
| 0.323 | 2.31 | 1.65 |
| 1 | 0.998 | 1.05 |
| 10 | 0.316 | 0.316 |
| 100 | 0.100 | 0.100 |

At 0.01 Hz the reactance is still 2.6 % of the real part. By (15) this ratio is $\omega\tau/3$, so bringing it to 1 % requires about 4 mHz. From 10 to 100 Hz both parts fall by $\sqrt{10}$, as (19) requires. The storage capacitance (17) is $1.25/(3\times3.97)\approx0.105$ F/cm², thousands of times the double-layer value used below.

## What the model leaves out

With double-layer capacitance $C_{dl}$ and electrolyte resistance $R_\Omega$, the measured impedance is modelled as

$$Z=R_\Omega+\frac{1}{i\omega C_{dl}+1/Z_F}. \tag{27}$$

For a rough $C_{dl}=20$ µF/cm², the capacitive path makes the combined impedance differ from $Z_F$ by 0.06 % of $|Z_F|$ at the top of the arc, mostly as a phase shift. Measured against the diffusion reactance $-\mathrm{Im}\,Z_D$, the effect grows quickly: the double layer adds about 6 % to it at 2 Hz and about 60 % at 10 Hz, and equals it near 14 Hz. At 100 Hz, where $\omega C_{dl}R_{ct}\approx0.15$, the added reactance is about 18 times that of diffusion. The double layer must therefore be included in any fit above a few hertz, and the $-45^\circ$ line of (19) is largely hidden in this example. Over 1 mm of electrolyte, an ideal-ion estimate gives $R_\Omega=0.44$ Ω cm². Ion interactions lower the conductivity at 1 mol/L, so the real value is larger. In (27) it shifts the spectrum along the real axis. The part of the drop that lies inside the diffusion layer is not constant, however: with the diffusivities of the example it is zero at dc and rises to about 0.02 Ω cm², or 0.5 % of $R_D$, at high frequency.

A real stirred bath breaks the assumption of a stagnant layer with a sharp edge. For the inflow at a rotating disk, proportional to $x^2$ near the surface and adjusted to the same steady flux, $Z_D$ changes by at most 4.4 % of $R_D$ over the frequencies computed, $\omega\tau=0.01$ to 1000. The arc top moves more, from $\omega\tau=2.54$ to 2.21. If (1) is used to read $\tau$ from the arc top of such a spectrum, the result is too large by $2.541/2.205-1\approx15$ %, and $L$ at known $D$ is too large by about 7 %. The low-frequency resistance is unchanged because the steady flux was matched. The $x^2$ inflow is the limit of infinite Schmidt number $\nu/D$, with $\nu$ the kinematic viscosity. With the full rotating-disk flow at $\nu/D\approx250$, roughly the value for this bath, the figures become 4.8 %, 2.18, 17 % and 8 %.

Migration is small here because chloride is at 1 mol/L. Let $\phi$ be the potential in units of $\theta$, and $z_i$, $N_i$ and $D_i$ the charge, flux and diffusivity of ion $i$, with $N_i=-D_i(c_i'+z_ic_i\phi')$. Multiply by $z_i/D_i$ and sum. Electroneutrality removes the concentration gradients:

$$\phi'\sum_iz_i^2c_i=-\sum_i\frac{z_iN_i}{D_i}=J\left(\frac4{D_{\rm Cl}}-\frac2D\right). \tag{28}$$

Here $J$ is the platinum flux towards the electrode; each complex carries charge $-2$ and releases four chloride ions, and sodium has no net flux. The steady field vanishes at $D_{\rm Cl}=2D$, the ratio adopted for the example. For ratios of 1.5 and 3.0 the limiting current changes by $-0.8$ % and $+0.8$ %. The oscillating field does not vanish at $D_{\rm Cl}=2D$; at the top of the arc it changes the surface response (8) by an amount equal to about 1 % of $R_D$. The released chloride raises its surface concentration by 1.25 %, which the assumed rate law ignores.

At fixed mean voltage, a 10 mV signal amplitude lowers the fundamental current response in the dc limit by 0.05 % at this working point. This is unusually small: with $u=j/j_{\rm lim}$, the third derivative of the steady Tafel curve is proportional to $u(1-u)(1-6u+6u^2)$, which vanishes near $u=0.21$. At frequencies so high that $c_s$ does not oscillate, put $x=0.5\times10/28.7$. The exponential rate law raises the response by $x^2/8\approx0.4$ % at given $c_s$, but it also raises the mean current, which lowers the mean $c_s$ by the fraction $ux^2/4$. At fixed mean voltage the net rise is $(1-2u)x^2/8\approx0.2$ %. If the mean current is held fixed instead, the response falls, by about 0.2 % in the dc limit and by $x^2/8\approx0.4$ % at high frequency. These percentages refer to the whole of $Z_F$, which is mostly $R_{ct}$. From the dc limit to $\omega\tau=100$ the change in $Z_F$ amounts to 0.2 to 0.5 % of $R_D$ at fixed mean voltage and about 1 % of $R_D$ at fixed mean current. At a rough overpotential of 0.30 V, the backward rate is about $10^{-9}$ of the forward rate, which supports the Tafel form if (11) holds.

The kinetic exponent is an assumed value, and at fixed currents both resistances scale as $1/a$. The thickness depends on stirring, and $\tau$ varies as its square. The example also assumes a potential positive of the reversible hydrogen potential, so hydrogen evolution is left out, and a deaerated bath, so oxygen reduction on the platinum is left out as well. Adsorption, nucleation and changes in the platinum complexes can add further time constants and have not been sized. Surface roughness matters once it is comparable with $\sqrt{2D/\omega}$, which is about 2.5 µm at 100 Hz. At the other end of the spectrum, the resistive limit requires the bath concentration and the stirring to stay steady over many signal periods. The numerical output below lists the remaining digits.

## Computed results

```
TESTS (largest relative errors, no unit)
finite differences against tanh(s)/s: 9.4e-06
time simulation, Tafel kinetics: 1.2e-05
time simulation, intermediate kinetics: 5.4e-05
time simulation, nearly Nernstian: 3.5e-04
low-frequency coefficient of -Im, over w: 0.3332
low-frequency coefficient of 1-Re, over w^2: 0.1333
phase at omega*tau = 100: -45.00 degrees
blocked layer, -Im Z/R_D at omega*tau = 0.05: 20.00
fixed layer, -Im Z/R_D at omega*tau = 0.05: 0.0167
arc top: omega*tau = 2.5406
arc top: Re = 0.5816, -Im = 0.4172 (of R_D)
EXAMPLE: Pt plating, rough typical inputs
temperature: 333 K; thermal energy: 0.02870 eV
bulk Pt concentration: 25.0 mmol/L
diffusivity of Pt complex: 2.0e-05 cm2/s
layer thickness: 50 um
electrons n: 2; Tafel exponent a: 0.5; j/j_lim: 0.25
limiting current density: 19.30 mA/cm2
dc current density: 4.82 mA/cm2
surface Pt concentration: 18.75 mmol/L
diffusion time tau: 1.250 s
slowest relaxation time 4 tau/pi^2: 0.507 s
charge-transfer resistance R_ct: 11.90 ohm cm2
diffusion resistance R_D (Tafel): 3.965 ohm cm2
R_D in atomic units (hbar/e^2 * bohr^2): 3.447e+13
R_D if the surface were Nernstian: 0.991 ohm cm2
zero-frequency total R_ct + R_D: 15.86 ohm cm2
frequency of arc top: 0.323 Hz
Z_D table: frequency (Hz), Re (ohm cm2), -Im (ohm cm2)
     0.001    3.9654    0.0104
     0.010    3.9622    0.1037
     0.100    3.6693    0.9440
     0.323    2.3065    1.6545
     1.000    0.9978    1.0549
    10.000    0.3164    0.3164
   100.000    0.1001    0.1001
NEGLECTED EFFECTS
convection in layer, largest |change of Z_D|: 4.4 % of R_D
arc top with convection: omega*tau = 2.205
migration, limiting current, D_Cl/D = 1.5: -0.77 %
migration, limiting current, D_Cl/D = 3.0: +0.79 %
bulk chloride: 1.0 mol/L; D_Cl: 4.0e-05 cm2/s; D_Na: 2.7e-05 cm2/s
chloride rise at surface: 1.25 %
double layer 20 uF/cm2, change of |Z| scale at arc top: 0.058 %
electrolyte resistance over 1 mm (ideal ions): 0.44 ohm cm2
signal amplitude 10 mV, change of dc-limit gain: -0.048 %
back reaction/forward rate at 0.30 V: 1.1e-09
```
